\section*{Photoassociation Line Strengths, Wavefunction Nodes and the Scattering Length}

\section{What a line strength measures}

\textbf{Q.} I shine weak laser light on an ultracold gas and tune it below the atomic resonance. Pairs of atoms are excited to one molecular level after another. The line strengths rise and fall with detuning, and some lines nearly vanish. What quantity am I measuring?

\textbf{A.} An overlap of two radial waves. I use atomic units, reduced mass $\mu$ and s-wave collisions at energy $E$. The ground potential $V_g$ and the excited potential $V_e$ are each measured from their own asymptote, so the atomic excitation energy drops out. Then
\begin{align}
-\frac{f_E''}{2\mu}+V_g f_E&=E f_E, &
-\frac{\phi_v''}{2\mu}+V_e\phi_v&=E_v\phi_v .
\label{eq:se}
\end{align}
The bound wave has $\int\phi_v^2\,dR=1$. The scattering wave is energy-normalized: at large $R$ it is $\sqrt{2\mu/(\pi k)}\,\sin(kR+\eta)$, with $k=\sqrt{2\mu E}$. In first-order perturbation theory, and with a transition dipole independent of $R$, the strength is proportional to $S_v^2$, where $S_v=\int\phi_v f_E\,dR$. Saturation, hyperfine structure, retardation, rotation of the excited molecule and thermal averaging are left out.

\textbf{Q.} Is there a distance at which the transition takes place?

\textbf{A.} Multiply the first equation in \eqref{eq:se} by $\phi_v$, the second by $f_E$, subtract and integrate. The derivative terms combine to $\int(\phi_v f_E''-f_E\phi_v'')\,dR=[\phi_v f_E'-f_E\phi_v']$, which is zero because $\phi_v$ and $\phi_v'$ vanish at both ends. With $D=V_e-V_g$, what remains is
\begin{equation}
\int\phi_v\,[D(R)-D(R_C)]\,f_E\,dR=0,\qquad D(R_C)=E_v-E .
\label{eq:id}
\end{equation}
The second relation defines the Condon point $R_C$. Where $D$ is nearly linear, \eqref{eq:id} says that the product $\phi_v f_E$ is centred on $R_C$. For a level beside a node of $f_E$ the area of the product is small, and even a slight bend of $D$ then moves this centre noticeably. This product changes sign, so it is not a probability density, and the identity does not yet give the value of $S_v$.

\section{Why one point is read}

\textbf{Q.} The excited wave oscillates many times. Why does the integral not average over all of the ground wave?

\textbf{A.} At $R_C$ the two local kinetic energies are equal, since $E-V_g=E_v-V_e$ there. Further in, the excited wave oscillates much faster than the ground wave and its contributions cancel. The excited attraction is $-C_3/R^3$ and the ground attraction is the weaker $-C_6/R^6$, so equality is reached where the excited motion has almost stopped. Let $R_t$ be the outer turning point, $V_e(R_t)=E_v$. To first order $V_e(R_C)=E_v-V_e'(R_t)(R_t-R_C)$. Inserting this in the condition for $R_C$, with $k_g^2=2\mu(E-V_g)$, gives
\begin{equation}
R_t-R_C=\frac{k_g^2}{\alpha^3},\qquad \alpha^3=2\mu V_e'(R_t).
\label{eq:gap}
\end{equation}
The outer lobe of $\phi_v$ has a length of order $1/\alpha$. If $k_g/\alpha\ll1$, the ground wave hardly bends across it and is close to the straight line $f_E(R_t)+(R-R_t)f_E'(R_t)$. The sloping part drops out. Near $R_t$ the excited equation is $\phi_v''=\alpha^3(R-R_t)\phi_v$, so $\int_{\rm outer}(R-R_t)\phi_v\,dR=\alpha^{-3}\int_{\rm outer}\phi_v''\,dR$, which is zero once the cancelling inner oscillations are dropped. This holds even near a node, where $f_E$ changes sign within the lobe. By \eqref{eq:gap}, $R_t-R_C$ is much smaller than $1/\alpha$, so $f_E$ may be read at $R_C$, and
\begin{equation}
S_v\approx f_E(R_C)\,A_v,\qquad A_v=\int_{\rm outer}\phi_v\,dR .
\end{equation}

\textbf{Q.} And the area $A_v$?

\textbf{A.} It follows from semiclassical normalization. Away from the turning points,
\begin{equation}
\phi_v=\frac{N}{\sqrt{k_e}}\sin\!\Big(\int_R^{R_t}k_e\,dR'+\frac{\pi}{4}\Big),\qquad k_e^2=2\mu(E_v-V_e).
\end{equation}
The squared sine averages to one half, so $1=\tfrac12N^2\int dR/k_e$. To find this integral, differentiate the quantization rule $\int k_e\,dR=\pi(v+\tfrac12)$ with respect to $v$. The moving end points contribute nothing because $k_e=0$ there, and $\partial k_e/\partial E_v=\mu/k_e$. Writing $\omega_v=dE_v/dv$ for the level spacing,
\begin{equation}
\mu\,\omega_v\int\frac{dR}{k_e}=\pi
\quad\Rightarrow\quad N^2=\frac{2\mu\,\omega_v}{\pi}.
\end{equation}
Near $R_t$, with $y=R-R_t$, the equation is $\phi_v''=\alpha^3y\,\phi_v$, solved by the Airy function $\mathrm{Ai}(\alpha y)$. Put $z=-\alpha y$. Then $k_e=\alpha\sqrt z$, the phase integral is $\tfrac23z^{3/2}$, and $\mathrm{Ai}(-z)\approx\pi^{-1/2}z^{-1/4}\sin(\tfrac23z^{3/2}+\tfrac\pi4)$. Comparison gives $\phi_v=N\sqrt{\pi/\alpha}\,\mathrm{Ai}(\alpha y)$. Since $\int\mathrm{Ai}(t)\,dt=1$,
\begin{equation}
A_v^2=\frac{N^2\pi}{\alpha^3}=\frac{\omega_v}{V_e'(R_t)} .
\end{equation}
The slopes $V_e'(R_t)$ and $D'(R_C)$ agree to leading order, because $R_C$ lies close to $R_t$ and $V_g'/V_e'=2C_6/(C_3R^3)$ is small at long range. The result is the reflection approximation,
\begin{equation}
S_v^2\approx\frac{\omega_v}{D'(R_C)}\,f_E(R_C)^2 .
\label{eq:refl}
\end{equation}
Differentiating $D(R_C)=E_v-E$ with respect to $v$ shows that $\omega_v/D'(R_C)=dR_C/dv$. This is approximately the distance between the Condon points of neighbouring levels. Each level samples $f_E^2$ over its own share of the $R$ axis, and weak lines mark nodes of the ground scattering wave.

\section{A model spectrum}

\textbf{Q.} Can you show me this with numbers?

\textbf{A.} Take model atoms with round parameters: $\mu=20000$ electron masses, $C_6=1000$~eV\,\AA$^6$, $C_3=20$~eV\,\AA$^3$ and $E=10^{-10}$~eV. The ground potential is $C_6(\sigma^6/R^{12}-1/R^6)$ with $\sigma=5.85$~\AA. The excited one is $-C_3/R^3$ plus the same repulsive term. In these units $\hbar^2/2\mu=1.905\times10^{-4}$~eV\,\AA$^2$. The direct strengths below use diagonalized excited levels and an integrated ground wave.

\begin{center}
\begin{tabular}{cccc}
$R_C$ (\AA) & $\omega_v$ ($10^{-5}$ eV) & direct (1/eV) & Eq.~\eqref{eq:refl} (1/eV)\\
28.005 & 12.54 & 194.3 & 195.1\\
33.973 & 7.730 & 59.67 & 60.09\\
37.693 & 5.960 & 3.574 & 3.670\\
39.785 & 5.207 & 3.441 & 3.351\\
44.524 & 3.929 & 129.5 & 129.0\\
53.387 & 2.495 & 1062 & 1060
\end{tabular}
\end{center}

Two neighbouring levels, at 37.693 and 39.785~\AA, lie on either side of a node. Their lines are weak but not absent, because no level has its Condon point at the node.

\textbf{Q.} How do I locate a node that no level hits?

\textbf{A.} Divide each strength by $dR_C/dv$, take the square root, and reverse its sign across the minimum. If one level lies almost on the node, place the sign change on the side that leaves the signed amplitude smoothest. For the level at 37.693~\AA,
\begin{equation}
D'=\frac{3C_3}{R_C^4}-\frac{6C_6}{R_C^7}=2.967\times10^{-5}\ \mathrm{eV/\AA},
\end{equation}
so $dR_C/dv=5.960/2.967=2.009$~\AA\ and the amplitude is $\sqrt{3.574/2.009}=1.334$. At 39.785~\AA\ the same steps give $\sqrt{3.441/2.178}=1.257$. With opposite signs, a straight line between them vanishes at
\begin{equation}
37.693+2.092\times\frac{1.334}{1.334+1.257}=38.77\ \text{\AA}.
\end{equation}
A common factor in all strengths cancels, so relative strengths are enough.

\textbf{Q.} Could the minimum belong to the excited state instead?

\textbf{A.} The two causes can be separated by changing one potential at a time. When the excited repulsion is multiplied by 0.8, the distance from the level at 39.785~\AA\ to the nearest new level is $5.8\times10^{-6}$~eV, about 11\% of the local spacing. The node read from the spectrum stays at 38.770~\AA. Changing only the ground core, at the same $C_6$, does change the reading. For $\sigma=5.80$~\AA\ the outermost node moves in to 30.59~\AA. For $\sigma=6.00$~\AA\ it is read at 21.56~\AA, but this is a different node. As $\sigma$ grows from 5.85~\AA, the old outermost node moves outward and leaves the region when the scattering length diverges, and the next node inside takes its place. Here and below, ``outermost'' refers to distances well below $1/k$. Any wave of finite energy has further nodes, which here begin thousands of \AA\ away.

\section{How accurate the Condon point is}

\textbf{Q.} Is $R_C$ the best place to assign the reading?

\textbf{A.} Not quite. The integrated ground wave has its outermost node at 38.784~\AA, which is 0.014~\AA\ further out. To see why, keep the bend of the excited potential. For $-C_3/R^3$ we have $V_e'=3C_3/R^4$, $V_e''=-12C_3/R^5$ and $V_e'''=60C_3/R^6$, so
\begin{equation}
\phi_v''=\alpha^3\Big(y-\frac{2y^2}{R_t}+\frac{10y^3}{3R_t^2}+\dots\Big)\phi_v .
\label{eq:bend}
\end{equation}
Let $\langle y^n\rangle$ be the $n$th moment of the outer part of $\phi_v$ divided by its area, with the cancelling inner oscillations dropped. Multiply \eqref{eq:bend} by $y^n$ and integrate. Two integrations by parts turn the left side into $n(n-1)\langle y^{n-2}\rangle$. To leading order in $1/(\alpha R_t)$,
\begin{align}
n=2:&\quad 2=\alpha^3\langle y^3\rangle, & \langle y^3\rangle&=\frac{2}{\alpha^3},\\
n=1:&\quad 0=\langle y^2\rangle-\frac{2}{R_t}\langle y^3\rangle, & \langle y^2\rangle&=\frac{4}{R_t\alpha^3},\\
n=0:&\quad \langle y\rangle=\frac{2\langle y^2\rangle}{R_t}-\frac{10\langle y^3\rangle}{3R_t^2}, & \langle y\rangle&=\frac{4}{3R_t^2\alpha^3}.
\end{align}
Now expand $f_E$ about $R_t$:
\begin{equation}
\frac{S_v}{A_v}=f_E+\langle y\rangle f_E'+\tfrac12\langle y^2\rangle f_E''+\tfrac16\langle y^3\rangle f_E'''+\dots
\end{equation}
The ground equation gives $f_E''=-k_g^2f_E$ and $f_E'''=-(k_g^2)'f_E-k_g^2f_E'$. In the van der Waals tail $k_g^2\propto R^{-6}$, so $(k_g^2)'=-6k_g^2/R$, and the two terms proportional to $f_E$, $-2k_g^2/(R_t\alpha^3)$ and $+2k_g^2/(R_t\alpha^3)$, cancel. The amplitude of $S_v/A_v$ is therefore unchanged to this order. The terms in $f_E'$ displace the reading point to
\begin{align}
R_*&=R_t-\frac{k_g^2}{3\alpha^3}+\frac{4}{3R_t^2\alpha^3}\nonumber\\
&=\frac{2R_t+R_C}{3}+\frac{2R_t^2}{9\mu C_3}.
\label{eq:star}
\end{align}
The second line uses \eqref{eq:gap} and $\alpha^3=6\mu C_3/R_t^4$. A node assigned to $R_C$ is therefore too far in by
\begin{equation}
R_*-R_C=\tfrac23(R_t-R_C)+\frac{2R_t^2}{9\mu C_3}.
\end{equation}

\textbf{Q.} Do the nodes follow this?

\textbf{A.} For the outermost node $R_t-R_C=0.0111$~\AA\ and the bend term is 0.0064~\AA, so the predicted displacement is $0.0074+0.0064=0.0138$~\AA, as found. The node at 12.816~\AA\ is read at 12.746~\AA, a displacement of 0.070~\AA. There the prediction is $\tfrac23(0.1034)+0.0007=0.070$~\AA. Ground motion dominates at short range, and at the outermost node the two terms are comparable.

This displacement also explains the largest percentage errors in the table. The level at 37.693~\AA\ lies 1.09~\AA\ inside the true node. Moving the reading point outward by 0.0138~\AA\ lowers $f_E^2$ by about $2\times0.0138/1.09=2.5\%$. Equation \eqref{eq:refl} is indeed 2.7\% too high there. On the other side of the node the error has the opposite sign.

For levels with $R_C$ between 15 and 55~\AA, the largest error of the reconstructed wave, relative to its local envelope, is 2.2\% when read at $R_C$ and 0.4\% at $R_*$. The remainder comes mainly from using $D'(R_C)$ in place of $V_e'(R_t)$. With $\delta=(R_t-R_C)/R_t$, the excited slope is larger at $R_C$ by a fraction $4\delta$, and subtracting $V_g'$ removes $6\delta$. The slope is thus too small by $2\delta$ and the reconstructed amplitude by $\delta$, which is about 0.5\% at 15~\AA.

\textbf{Q.} When does the picture fail?

\textbf{A.} The ground-motion part of the displacement corresponds to a phase error $\tfrac23(k_g/\alpha)^3$. In the van der Waals tail $k_g^3\propto R^{-9}$ and $\alpha^3\propto R^{-4}$, so this error grows as $R^{-5}$ towards short range. Once $k_g/\alpha$ is of order one, the wave can no longer be read at $R_C$. The shifted point $R_*$ includes this phase and, in this model, remains useful further in. If $D(R)=E_v-E$ has several solutions in the classically allowed region, their amplitudes interfere and one weak line need not mean one node. If $D'(R_C)=0$, Eq.~\eqref{eq:refl} diverges and cannot be used.

\section{From a node to the scattering length}

\textbf{Q.} At long range the wave is proportional to $R-a$. Is the outermost node then simply at the scattering length $a$?

\textbf{A.} That holds if the node lies far outside the van der Waals region. At low energy $\eta\approx-ka$. For $k|a|\ll1$ and $kR\ll1$,
\begin{equation}
\sqrt{\frac{2\mu}{\pi k}}\,\sin k(R-a)\approx\sqrt{\frac{2\mu k}{\pi}}\,(R-a).
\end{equation}
Closer in, $R-a$ is replaced by the zero-energy wave $F(R)$ that tends to it. With $\beta=(2\mu C_6)^{1/4}$, this wave obeys $F''=-\beta^4F/R^6$ in the tail. Try $F=R\,U-a\,W$ with $U=\sum_nu_nR^{-4n}$, $W=\sum_nw_nR^{-4n}$ and $u_0=w_0=1$. Matching powers of $R$ gives
\begin{equation}
u_n=-\frac{\beta^4u_{n-1}}{4n(4n-1)},\qquad
w_n=-\frac{\beta^4w_{n-1}}{4n(4n+1)},
\end{equation}
and hence
\begin{align}
U&=1-\frac{\beta^4}{12R^4}+\frac{\beta^8}{672R^8}-\dots,\\
W&=1-\frac{\beta^4}{20R^4}+\frac{\beta^8}{1440R^8}-\dots
\end{align}
These are the series of Bessel functions of order $\mp\tfrac14$ with argument $\beta^2/(2R^2)$, apart from prefactors. Setting $F(R_n)=0$ at a node in this tail, well outside the repulsive core, gives
\begin{equation}
a=R_n\,\frac{U(R_n)}{W(R_n)} .
\label{eq:a}
\end{equation}
For $a\gg\beta$ the first corrections give $R_n\approx a+\beta^4/(30a^3)$, so the outermost node lies outside $a$.

\textbf{Q.} What does my model spectrum give?

\textbf{A.} Here $\beta=47.87$~\AA. Read at $R_*$, the node is at 38.784~\AA, where $U=0.8145$ and $W=0.8877$. Thus
\begin{equation}
a=38.784\times\frac{0.8145}{0.8877}=35.59\ \text{\AA}=67.3\ \text{bohr}.
\end{equation}
The asymptotic zero-energy wave gives 35.59~\AA\ directly. Identifying the node with $a$ would have given a value 3.2~\AA\ too large.

\textbf{Q.} A negative scattering length has no node at $R=a$. Is the method then lost?

\textbf{A.} No, provided the ground potential has at least one s-wave bound state and the outermost node lies well outside the repulsive core. The zero-energy wave has one node for each s-wave bound state, and for negative $a$ these nodes lie inside the van der Waals region. For $\sigma=6.00$~\AA\ the outermost one is read at 21.589~\AA. There $U=-0.289$ and $W=0.140$, and \eqref{eq:a} gives $a=-44.6$~\AA, as does the direct calculation. Reading the node at $R_C$ instead gives $-46.0$~\AA, an error of 3\%.

\textbf{Q.} Why does such a small displacement matter so much there?

\textbf{A.} Both $RU$ and $W$ solve the same equation without a first derivative, so $(RU)'W-RU\,W'$ is constant, and its large-$R$ value is 1. Differentiating \eqref{eq:a} gives
\begin{equation}
\frac{da}{dR_n}=\frac{(RU)'W-RU\,W'}{W^2}=\frac{1}{W(R_n)^2}.
\end{equation}
This is 1.27 in the first case and about 51 in the second. An error of 0.026~\AA\ in the node then becomes about 1.4~\AA\ in $a$.

The value of $C_6$ matters too. Since $a/\beta$ depends on $R_n/\beta$ alone, a relative change $\delta\beta/\beta$ at fixed $R_n$ changes $a$ by $(a-R_n/W^2)\,\delta\beta/\beta$. Raising $C_6$ by 1\% raises $\beta$ by 0.25\%. It shifts $a$ by $-0.03$~\AA\ in the first case and by about $-3$~\AA\ in the second.

The conversion of detuning to distance rests on $V_e$. Since $R_C\propto C_3^{1/3}$ at long range, reading the spectrum with a $C_3$ that is 1\% too large moves the node out by 0.13~\AA\ in the first case and 0.07~\AA\ in the second, and raises $a$ by 0.16~\AA\ and 3.5~\AA. If the excited levels have $J=1$ and their centrifugal energy is not included in $V_e$, the node at 38.78~\AA\ is read 0.010~\AA\ too far out. Equation \eqref{eq:a} also assumes a pure $-C_6/R^6$ tail. With an added $-C_8/R^8$ and $C_8/C_6$ of 20 to 35~\AA$^2$, a size met in alkali pairs, the first result changes by at most 0.03~\AA, but a node at 21.589~\AA\ then belongs to $a=-50$ to $-55$~\AA. For real atoms the step from $R_C$ to $R_*$ pays only when these quantities are known well enough.

\textbf{Q.} Will the node wander as the gas warms?

\textbf{A.} Very little while $kR$ and $k|a|$ stay small. In that regime $f_E^2\approx(2\mu k/\pi)F^2$, so at fixed $R$ the energy enters through a factor $\sqrt E$ that does not move the zeros. Here $1/k=1380$~\AA\ and $ka=0.026$. Raising the energy fourfold multiplies the strengths of levels well away from the nodes by the expected factor of 2, to within about 0.2\%. The outermost node, read at $R_C$, moves from 38.770 to 38.768~\AA. These energies correspond to $E/k_B$ of about 1 and 5~$\mu$K. At $10^{-8}$~eV (about 120~$\mu$K) the node has moved in by 0.07~\AA, five times $R_*-R_C$. At $10^{-7}$~eV it has moved in by 0.7~\AA, and higher partial waves can no longer be ignored. The numerical output lists every level with $R_C$ between 27 and 55~\AA\ and the three outermost nodes.

\section*{Table of computed values}
\begin{verbatim}
reduced mass 20000 electron masses
C6 = 1000 eV A^6, C3 = 20 eV A^3, sigma = 5.85 A
collision energy 1.0e-10 eV
hbar^2/(2 mu) = 1.90499e-04 eV A^2, beta = 47.866 A
1/k at the collision energy = 1380 A
levels: binding (eV), R_C (A), R_t (A), spacing dE/dv (eV),
        strength direct (1/eV), strength by reflection (1/eV)
  9.0855e-04  28.005  28.026 1.254e-04 1.9433e+02 1.9511e+02
  7.9018e-04  29.341  29.361 1.116e-04 1.6911e+02 1.6985e+02
  6.8499e-04  30.775  30.793 9.901e-05 1.3613e+02 1.3679e+02
  5.9177e-04  32.316  32.331 8.762e-05 9.8312e+01 9.8861e+01
  5.0940e-04  33.973  33.988 7.730e-05 5.9674e+01 6.0088e+01
  4.3683e-04  35.761  35.774 6.799e-05 2.5650e+01 2.5912e+01
  3.7311e-04  37.693  37.705 5.960e-05 3.5742e+00 3.6695e+00
  3.1734e-04  39.785  39.796 5.207e-05 3.4407e+00 3.3506e+00
  2.6871e-04  42.055  42.064 4.532e-05 3.9020e+01 3.8719e+01
  2.2646e-04  44.524  44.533 3.929e-05 1.2950e+02 1.2895e+02
  1.8991e-04  47.217  47.224 3.392e-05 3.0187e+02 3.0101e+02
  1.5841e-04  50.160  50.167 2.916e-05 5.9442e+02 5.9316e+02
  1.3140e-04  53.387  53.392 2.495e-05 1.0619e+03 1.0601e+03
nodes (A): true, read at R_C, read at R_star, R_t - R_C, bend term
  12.8157 12.7458 12.8155 0.1034 0.0007
  17.2791 17.2402 17.2790 0.0564 0.0013
  38.7840 38.7702 38.7840 0.0111 0.0064
largest identity residual, relative: 1.5e-11
largest relative error of outer-lobe area: 1.1e-04
largest wave error / envelope, read at R_C: 0.0217
largest wave error / envelope, read at R_star: 0.0042
strength ratio at 4E and E: 1.9975 to 2.0008
outer node read at R_C with energy 4E: 38.7680 A
largest Bessel-wave error, unit-slope wave: 0.0027 A
excited wall times 0.8: outer node at R_C 38.7702 A
  nearest level moved by 5.83e-06 eV
ground cores (A): sigma, a direct, node R_C, a from it,
                  node R_star, a from it
  5.80 23.326 30.589 23.292 30.605 23.322
  5.85 35.592 38.770 35.571 38.784 35.588
  6.00 -44.596 21.563 -45.973 21.589 -44.619
main scattering length: direct 35.592 A = 67.26 bohr
  from spectrum at R_star 35.588 A = 67.25 bohr
\end{verbatim}
